# Inverse and Squared Functionals for Dirac Bound States: Choosing the Shift

## Definitions and conventions

The setting discussed here is the functional with which a one-electron Dirac solver finds bound states in a finite basis, together with its energy shift. The options are the ordinary Rayleigh-Ritz mean of $H$, the inverse-Hamiltonian functional, and the mean of $(H-\lambda)^2$.

Hartree atomic units are used, with $m=1$, so the rest energy is $c^2$. For a point nucleus of charge $Z$ and infinite mass, $H$ acts on a pair $\phi=(P,Q)$ of radial functions:

$$H\phi=\begin{pmatrix}(c^2-Z/r)P+cD^\dagger Q\\ cDP-(c^2+Z/r)Q\end{pmatrix},\quad D=\frac{d}{dr}+\frac{\kappa}{r},\quad D^\dagger=-\frac{d}{dr}+\frac{\kappa}{r}.$$

Here $\kappa=-1$ for $s_{1/2}$ and $\kappa=+1$ for $p_{1/2}$. Total energies are written $E$; quoted energies are $\varepsilon=E-c^2$. Radiative corrections are left out.

Near the nucleus solutions behave as $r^{\pm\gamma}$, with $\gamma=\sqrt{\kappa^2-Z^2/c^2}$. I assume $\gamma>1/2$, which for $|\kappa|=1$ means $Z<\sqrt3\,c/2\approx118.7$. Then $r^{-\gamma}$ is not square integrable, and $H$ is self-adjoint without an added boundary condition. A trial function starting as $r^p$ gives $H\phi\sim r^{p-1}$, which is square integrable if $p>1/2$. This is the condition on the basis.

The spectrum consists of $(-\infty,-c^2]$, bound levels $0<E_1<E_2<\dots<c^2$, and $[c^2,\infty)$. For a real shift $s$ define, on the trial space,

$$S=\langle\phi|\phi\rangle,\quad A(s)=\langle\phi|(H-s)\phi\rangle,\quad B(s)=\langle(H-s)\phi|(H-s)\phi\rangle .$$

The same letters denote the corresponding matrices.

## The two options

**Inverse functional.** For $s$ in the gap below $E_1$, the operator $(H-s)^{-1}$ is bounded, and its largest spectral values are $1/(E_1-s),1/(E_2-s),\dots$. Its Rayleigh quotient can therefore be maximized safely. With $\psi=(H-s)\phi$,

$$\frac{\langle\psi|(H-s)^{-1}\psi\rangle}{\langle\psi|\psi\rangle}=\frac{A(s)}{B(s)},$$

so no inverse has to be constructed. One solves $A(s)x=\mu B(s)x$, orders the positive $\mu$ downwards, and reports $u_k=s+1/\mu_k$.

**Squared functional.** One solves $B(t)x=\nu^2Sx$, orders $\nu$ upwards, and reports $u_k=t+\nu_k$. The centre $t$ is the $\lambda$ of $(H-\lambda)^2$.

## Why both give upper bounds

One counting lemma covers both. Suppose

$$F_{s,u}(\phi)=\langle(H-s)\phi|(H-u)\phi\rangle\le0$$

on a $k$-dimensional trial space, with $s<u$. Then the spectral subspace of $H$ for $[s,u]$ has dimension at least $k$. If it were smaller, some nonzero trial vector would be orthogonal to it. That vector would have spectral weight only at energies $x$ outside $[s,u]$, where $(x-s)(x-u)>0$, so $F$ would be positive, a contradiction.

For the inverse functional, take the span of the first $k$ eigenvectors. On it $A(s)\ge\mu_kB(s)$. With $u=s+1/\mu_k$,

$$F_{s,u}=B(s)-\frac{1}{\mu_k}A(s)\le0 .$$

For $-c^2<s<E_1$ the interval contains no negative continuum. Either it holds at least $k$ bound levels, so $E_k\le u$, or it reaches $c^2$, and then $E_k<c^2\le u$. The limit $s=-c^2$ follows by continuity if $B(-c^2)$ is positive definite, which a Cholesky factorization checks.

For the squared functional, $B(t)\le\nu_k^2S$ on the span of the first $k$ eigenvectors. Since

$$(H-t)^2-\nu^2=(H-t+\nu)(H-t-\nu),$$

the lemma applies with $s=t-\nu_k$ and $u=t+\nu_k$. If $s>-c^2$, the previous argument gives $E_k\le u$. If $s\le-c^2$, then $\nu_k\ge t+c^2$ and $u\ge2t+c^2$. This is still at least $E_k$ provided

$$t\ge\tfrac12(E_k-c^2).$$

The choice $t=0$ qualifies for every bound level, because $E_k<c^2$. A lower centre may lie nearer to the negative continuum than to the level, and the bound can then be lost.

## Which is tighter?

**At equal shift, the squared functional.** On the span of the first $k$ inverse eigenvectors, $A\ge\mu_kB>0$. Cauchy-Schwarz gives $A^2\le BS$, hence $\mu_k^2B^2\le BS$, or $B/S\le1/\mu_k^2$. The min-max principle then gives $\nu_k\le1/\mu_k$.

**At matched shifts, neither.** With $s=t-\nu$ and $u=t+\nu$,

$$B(t)-\nu^2S=B(s)-(u-s)A(s),$$

because both sides are the matrix of $F_{s,u}$. A squared eigenvector is thus an inverse eigenvector with $1/\mu=u-s$. The rank $k$ also agrees: the number of negative eigenvalues of this matrix counts the squared eigenvalues below $\nu^2$ on one reading, and the inverse eigenvalues above $\mu$ on the other. Therefore

$$\text{inverse bound }u\text{ at shift }s\;=\;\text{squared bound at centre }t=\tfrac12(s+u).$$

The methods use the same information and differ in where the shift is placed.

**A lower shift helps.** For one function with mean energy $a$ and variance $v$, $B(s)/S=(a-s)^2+v$, and the bounds are

$$u_{\rm inv}=s+\frac{(a-s)^2+v}{a-s}=a+\frac{v}{a-s},\qquad u_{\rm sq}=t+\sqrt{(a-t)^2+v}.$$

Both rise with the shift. For a trial space, let $F_{s,u}\le0$ on the span used above. There $A(s)>0$ and $A^2/S\le B\le(u-s)A$, so $a\le u$ for each vector. For $s'<s$,

$$F_{s',u}=F_{s,u}+(s-s')\langle\phi|(H-u)\phi\rangle\le0,$$

and the inverse bound at $s'$ is no higher than $u$.

The squared bound at $t=0$ is the inverse bound at $s=-u$. If $u<c^2$, this shift lies between $-c^2$ and $0$, which gives the order

$$u_{\rm inv}(-c^2)\le u_{\rm sq}(0)\le u_{\rm inv}(0).$$

If a poor basis puts $u$ above $c^2$, the first inequality need not hold.

## What happens to the small component

Take $P$ normalized and $Q$ of order $1/c$, hold $Z$ and the trial functions fixed, and keep the leading order in $1/c$. The ordinary mean of $H-c^2$ is

$$-\left\langle\frac Zr\right\rangle+2c\langle Q|DP\rangle-2c^2\|Q\|^2
=-\left\langle\frac Zr\right\rangle+\tfrac12\|DP\|^2-2\Delta,$$

where $\Delta=\|cQ-\tfrac12DP\|^2$. The second form follows by completing the square. The term $\tfrac12\|DP\|^2$ is the nonrelativistic kinetic energy. A basis that cannot make $cQ=\tfrac12DP$ loses kinetic energy, and the Ritz value can fall below the level.

For the inverse functional at $s=0$, write $u=c^2+\varepsilon$ and collect the terms of order $c^2$ in $F_{0,u}=0$:

$$\begin{aligned}
0={}&c^2\langle-Z/r-\varepsilon\rangle+c^3\langle P|D^\dagger Q\rangle\\
&+c^2\|DP\|^2-3c^3\langle DP|Q\rangle+2c^4\|Q\|^2 .
\end{aligned}$$

The first line comes from the upper components, the second from the lower ones. Since $\langle P|D^\dagger Q\rangle=\langle DP|Q\rangle$, division by $c^2$ gives

$$\varepsilon=-\left\langle\frac Zr\right\rangle+\|DP\|^2-2c\langle DP|Q\rangle+2c^2\|Q\|^2
=-\left\langle\frac Zr\right\rangle+\tfrac12\|DP\|^2+2\Delta .$$

The defect now raises the energy.

At $s=-c^2$ the upper component of $(H-s)\phi$ begins with $2c^2P$, while the lower one is $cDP-(Z/r)Q$. The terms of order $c^2$ in $F_{-c^2,u}$ are

$$2c^2\langle-Z/r-\varepsilon\rangle+2c^3\langle P|D^\dagger Q\rangle+c^2\|DP\|^2-2c^3\langle DP|Q\rangle .$$

The two $c^3$ terms cancel, leaving $\varepsilon=-\langle Z/r\rangle+\tfrac12\|DP\|^2$. At this order the shift $-c^2$ supplies the full kinetic energy whatever $Q$ is.

A single pair makes this concrete. Let $P$ and $Q$ both be multiples of $f=2\zeta^{3/2}re^{-\zeta r}$, with $\kappa=+1$. Then $\langle1/r\rangle=\zeta$ and $\langle f|Df\rangle=\zeta$, but

$$\|Df\|^2=4\zeta^3\int_0^\infty(2-\zeta r)^2e^{-2\zeta r}dr
=4\zeta^3\left(\frac2\zeta-\frac1\zeta+\frac1{4\zeta}\right)=5\zeta^2 .$$

The best $cQ$ is half the projection of $Df$ on $f$, so $\Delta=\tfrac14(5\zeta^2-\zeta^2)=\zeta^2$. For $Z=6$, $\zeta=3$, the potential energy is $-18$ and the full kinetic energy $22.5$. The estimates and computed values, in hartree, are:

- Ritz: $-18+22.5-18=-13.5$; computed $-13.501$.
- Inverse at $0$: $-18+22.5+18=22.5$; computed $22.521$.
- Inverse at $-c^2$: $-18+22.5=4.5$; computed $4.488$.

The true $2p_{1/2}$ level is $-4.503$. The Ritz value is 9 hartree too low, while the inverse results are valid but poor upper bounds. The squared value at $t=0$ is $4.482$, slightly below the inverse value at $-c^2$. This is the exception allowed above, since both bounds exceed the rest energy.

## Reference levels

The comparison needs the exact levels. Set

$$P=r^\gamma e^{-qr}\sum_{j=0}^{N}a_jr^j,\qquad Q=r^\gamma e^{-qr}\sum_{j=0}^{N}b_jr^j .$$

The coefficients of $r^{\gamma+j-1}$ in $(H-E)\phi=0$ give

$$\begin{aligned}
(c^2-E)a_{j-1}-Za_j-c(\gamma+j-\kappa)b_j+cqb_{j-1}&=0,\\
c(\gamma+j+\kappa)a_j-cqa_{j-1}-(c^2+E)b_{j-1}-Zb_j&=0.
\end{aligned}$$

At $j=N+1$ only the old coefficients survive. They require $c^2q^2=c^4-E^2$ and $b_N=-(c^2-E)a_N/(cq)$. At $j=N$, multiply the first equation by $cq$, the second by $c^2-E$, and add. The coefficients with index $N-1$ cancel. Inserting $b_N$ leaves

$$2c(\gamma+N)(c^2-E)=\frac{Z[c^2q^2-(c^2-E)^2]}{cq}=\frac{2ZE(c^2-E)}{cq}.$$

Thus $(\gamma+N)q=ZE/c^2$, and eliminating $q$ gives

$$E=c^2\left[1+\frac{Z^2}{c^2(N+\gamma)^2}\right]^{-1/2}.$$

For $N=0$, the $j=0$ equation gives $b_0/a_0=c(\gamma+\kappa)/Z$, while termination makes this ratio negative. Since $\gamma<|\kappa|$, $\kappa$ must be negative. The levels used here were tested through their residuals: the largest norm of $(H-E)\phi$ for a normalized approximate eigenvector was $4.5\times10^{-7}$ hartree.

## Setting up the calculation

Use $f=\mathcal N r^pe^{-\zeta r}$ in each component. With $\sigma=s-c^2$, the operator acts as

$$\begin{aligned}
(H-s)\binom f0&=\binom{(-Z/r-\sigma)f}{c[(p+\kappa)/r-\zeta]f},\\
(H-s)\binom0f&=\binom{c[(\kappa-p)/r+\zeta]f}{(-2c^2-\sigma-Z/r)f}.
\end{aligned}$$

All matrix elements reduce to

$$\int_0^\infty r^ne^{-\beta r}dr=\Gamma(n+1)/\beta^{n+1},\qquad n>-1.$$

The lowest power is $n=2p-2$, so the condition is again $p>1/2$. Apply the shift before forming $B$. For $s$ near $c^2$, the expansion $B(0)-2sA(0)+s^2S$ subtracts numbers of order $c^4\approx3.5\times10^8$.

Factor the positive matrix as $LL^T$: $B$ for the inverse functional, $S$ for the squared one. Then diagonalize $L^{-1}AL^{-T}$ or $L^{-1}BL^{-T}$ respectively.

## Reading the numbers for two ions

The ions are C$^{5+}$ ($Z=6$) and a model ion with $Z=80$. The basis has $p=1$ and exponents $0.4Z,0.8Z,1.6Z,\dots$, the same for $P$ and $Q$. With eight exponents, the errors of the $1s$ bounds relative to the exact levels are, in hartree:

| $Z$ | exact $1s$ | inverse at 0 | squared at 0 | inverse at $-c^2$ |
|---|---|---|---|---|
| 6 | $-18.0086$ | 0.01217 | 0.01187 | 0.01186 |
| 80 | $-3532.19$ | 25.7 | 13.7 | 12.4 |

For the carbon $1s$ level the choice hardly matters. When $\kappa=-1$ and $p=1$, $Df=-\zeta f$ lies in the basis, so $\Delta$ can vanish and the three bounds agree at leading order. The remaining error is about $0.07\%$ of the binding energy. It falls only from $0.0132$ to $0.0119$ hartree between six and eight exponents for the squared functional. The added functions are all steep, so I conjecture that the coarse spacing of the smaller exponents limits the result.

At $Z=80$, the inverse functional at $0$ has nearly twice the error of the squared one. Moving its shift to $-c^2$ removes this disadvantage. The $2s$ errors show the same order: $4.13$, $2.48$ and $2.44$ hartree.

The power at the nucleus matters more. For the point nucleus the exact function starts as $r^{0.812}$, not as $r$. Replacing $r$ by $r^\gamma$ with the same eight exponents lowers the squared-functional error from $13.7$ to $1.75$ hartree, so the wrong power accounts for most of the error in this basis.

For $2p_{1/2}$ in C$^{5+}$, eight exponents give errors of $0.0068$ hartree for the inverse functional at $0$ and $0.0017$ for each of the other two. The lowest Ritz value above the negative-energy states is $-17.997$, far below the true $-4.503$. It lies close to the $1s$ level, although $\kappa=+1$ has no such state. Enlarging this basis has not cured the Ritz method.

The restriction on the squared centre is also visible. With both shifts at total energy $-c^2/2$, the inverse bound for carbon $1s$ is still $-17.997$ hartree. The squared value is $-18769.4$, or a total energy of about $18778.9-18769.4=9.5$. Its $\nu$ is therefore $9389.4+9.5=9398.9$, close to the distance $9389.4$ from the centre to the negative continuum. It has found the wrong part of the spectrum.

## Adding a lower bound

An upper bound alone does not show how far away the level is. Suppose some $\rho$ is known to satisfy $E_1<\rho<E_2$. Take the most negative $\mu_-$ at shift $\rho$ and set $\ell=\rho+1/\mu_-$. For its eigenvector,

$$F_{\ell,\rho}=B(\rho)+(\rho-\ell)A(\rho)=B(\rho)-\frac{A(\rho)}{\mu_-}=0 .$$

The lemma puts part of the spectrum in $[\ell,\rho]$. Every spectral point not above $\rho$ is at most $E_1$, hence $E_1\ge\ell$. The squared functional gives the same number as $t-\nu_1$ at $t=(\ell+\rho)/2$.

For one function $\ell=a-v/(\rho-a)$. The denominator is the distance to $\rho$, whereas the upper bound at $s=-c^2$ has $a+c^2$. The lower bound is thus more sensitive to the variance. With $\rho-c^2=-Z^2/5$, the results, with each end rounded outward so that the enclosure stays valid, are

$$-18.038\le\varepsilon_{1s}\le-17.996\quad(Z=6),$$

$$-3672.9\le\varepsilon_{1s}\le-3519.8\quad(Z=80),$$

in hartree. The carbon interval is $[-490.84,-489.71]$ eV. At $Z=80$ the lower end is off by 141 hartree, the upper end by 12. Here $\rho$ was checked against the exact levels; elsewhere, $\rho<E_2$ needs independent proof.

## Recommended choices

- Use the inverse functional at $s=-c^2$ by default when, as for the attractive Coulomb potential, no spectrum lies between $-c^2$ and $E_1$. A potential with a repulsive tail, such as the mean field of an anion, binds positron levels just above $-c^2$; the shift must then lie above these levels, or the bound is lost. It needs no estimate of the level and gives the lowest of the three upper bounds whenever they lie below the rest energy.
- If the squared functional is used, $t=0$ is safe under the same condition; if positron levels lie above $-c^2$, the argument covers only electronic levels bound at least as strongly as they are. The centre $t=(u-c^2)/2$, with $u$ the resulting bound, reproduces the default. For carbon $1s$ it is $-8.998$ hartree in total energy.
- Do not move the squared centre lower without checking $t\ge(E_k-c^2)/2$.
- Keep a good small-component basis. Either functional protects the bound, but neither makes a poor basis accurate.
- For $1s$ at $Z=80$ with a point nucleus, correct the behaviour at the nucleus before refining the shift; in the eight-exponent basis used here this gains more. The rule does not carry over to a finite nucleus. There the large component starts as $r$, the power $r^\gamma$ worsens the bounds in this basis, and the nuclear size itself raises the level by about 2 hartree.

The full set of values is in the numerical output below.

## Computed values

```
speed of light c = 137.035999 a.u.; m c^2 = 18778.8651 hartree
largest residual norm at closed-form levels = 4.5e-07 hartree
Z = 6: gamma = 0.999041; exact 1s = -18.008635, 2s = -4.502699 hartree
  1s bound minus exact, hartree: inverse at 0, squared at 0, inverse at -mc^2
  2 exponents: 3.467759e-01  3.457819e-01  3.457063e-01
  4 exponents: 2.235295e-02  2.196721e-02  2.195833e-02
  6 exponents: 1.351476e-02  1.315655e-02  1.315088e-02
  8 exponents: 1.216951e-02  1.186751e-02  1.186236e-02
  2s, 8 exponents: 1.766435e-02  1.735197e-02  1.735026e-02
  equivalent squared centre, total energy = -8.998386 hartree
  shift rho = -7.2000; 1s enclosed in [-18.037975, -17.996773] hartree
Z = 80: gamma = 0.811906; exact 1s = -3532.192093, 2s = -904.847783 hartree
  1s bound minus exact, hartree: inverse at 0, squared at 0, inverse at -mc^2
  2 exponents: 4.280354e+02  3.366074e+02  3.267332e+02
  4 exponents: 1.333666e+02  7.579292e+01  6.978563e+01
  6 exponents: 5.709616e+01  3.053851e+01  2.771155e+01
  8 exponents: 2.566381e+01  1.369622e+01  1.236358e+01
  2s, 8 exponents: 4.134773e+00  2.480090e+00  2.439253e+00
  equivalent squared centre, total energy = -1759.914257 hartree
  shift rho = -1280.0000; 1s enclosed in [-3672.845492, -3519.828515] hartree
C5+ 1s enclosure = [-490.8383, -489.7171] eV
Z = 80, squared at 0, 8 exponents: error with r = 1.369622e+01, with r^gamma = 1.748429e+00 hartree
C5+ 1s, both shifts at total energy -mc^2/2:
  squared value = -18769.3992, inverse bound = -17.996597 hartree
C5+ 2p1/2 exact = -4.502699 hartree
  one pair, zeta = 3: Ritz = -13.500539, inverse at 0 = 22.521013,
    squared at 0 = 4.482278, inverse at -mc^2 = 4.488277 hartree
  8 exponents: Ritz = -17.996789, inverse at 0 = -4.495943,
    squared at 0 = -4.500989, inverse at -mc^2 = -4.500991 hartree
```
